# The Maximum Precursor Temperature from the Eyring Equation and Lambert's Function, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exact temperature limit

A calculation of a precursor's decomposition path ends with two numbers, an activation enthalpy and an activation entropy. The decision that hangs on them is a heater setting: how hot may a gas line or a liquid source be, if the molecules stay in it for a known time and no more than a stated fraction may be lost? The Eyring equation gives the rate at a chosen temperature. The decision needs the reverse, the temperature at a chosen rate, and the temperature stands both in front of the exponential and inside it. The equation can nevertheless be solved in closed form.

The result is the upper edge of a thermal stability window. The lower edge, set by the vapour pressure needed for delivery, is a separate question and is not treated here.

### Assumptions and conventions

The theorem rests on four assumptions.

1. The precursor is lost by one irreversible first-order step. If $n$ is the amount present, then $dn/d\tau=-kn$, where $\tau$ is the running time.
2. Every molecule spends the same time $t>0$ at the same constant temperature $T$.
3. The rate constant has the Eyring form with transmission coefficient 1,

$$k(T)=\frac{k_BT}{h}\,e^{\Delta S/R}\,e^{-\Delta H/(RT)} .$$

4. The activation enthalpy $\Delta H$ is positive, and neither $\Delta H$ nor the activation entropy $\Delta S$ depends on temperature.

Here $k_B$ is Boltzmann's constant, $h$ is Planck's constant, $N_A$ is Avogadro's constant and $R=N_Ak_B$ is the gas constant. $\Delta H$ and $\Delta S$ are molar quantities, in J/mol and J/(mol K) when they are inserted into formulas. One reactant molecule becomes one activated complex, so a change of the reference concentration shifts both ideal entropies equally and leaves $\Delta S$ unchanged.

The allowed decomposed fraction is $x$, with $0<x<1$. It is counted relative to the amount that entered.

### Lemma 1: the fraction fixes the product of rate and time

**Lemma 1.** The decomposed fraction does not exceed $x$ if and only if

$$k(T)\,t\le L,\qquad L=-\ln(1-x).$$

**Proof.** At constant temperature $k$ is constant. Dividing the decay equation by $n$ and integrating from $0$ to $t$ gives

$$\ln\frac{n(t)}{n(0)}=-kt,\qquad \frac{n(t)}{n(0)}=e^{-kt}.$$

The decomposed fraction is therefore $1-e^{-kt}$. The requirement $1-e^{-kt}\le x$ is the same as $e^{-kt}\ge 1-x$. Both sides are positive and the logarithm is increasing, so $-kt\ge\ln(1-x)$. Multiplication by $-1$ reverses the inequality and gives the claim. $\square$

The number $L$ is a budget of decomposition. Its expansion is

$$L=x+\frac{x^2}{2}+\frac{x^3}{3}+\cdots,$$

so for a small fraction $L\approx x$. The approximation is convenient, but nothing below needs it.

**Remark on successive stages.** If a molecule passes through several stages with rate constants $k_i$ and times $t_i$, the survival factors multiply, and the exponents add to $\sum_i k_it_i$. Budgets $L_i$ can therefore be shared out among stages by simple addition. Fractions do not add in this way: two stages that each lose 1 % leave $0.99^2=0.9801$ of the material, a total loss of 1.99 %. If the temperature varies continuously, the sum becomes the integral $\int k(T(\tau))\,d\tau$, and one number $T_{\max}$ no longer describes the history.

### Lemma 2: there is one crossing

**Lemma 2.** Under the assumptions, exactly one temperature satisfies $k(T)t=L$. Every lower temperature is allowed and every higher one is forbidden.

**Proof.** Take the logarithm of the Eyring equation:

$$\ln k=\ln\frac{k_B}{h}+\ln T+\frac{\Delta S}{R}-\frac{\Delta H}{RT}.$$

The derivative of $-1/T$ is $+1/T^2$. With the abbreviation $u=\Delta H/(RT)$,

$$\frac{d\ln k}{dT}=\frac1T+\frac{\Delta H}{RT^2}=\frac{1+u}{T}>0 .$$

Hence $k$ increases strictly. As $T\to0$, both the factor $T$ and the exponential vanish, so $k\to0$. As $T\to\infty$, the exponential tends to 1 while the factor $T$ grows without bound, so $k\to\infty$. A continuous, strictly increasing function that runs from zero to infinity takes the positive value $L/t$ once. Below that temperature $kt<L$, and above it $kt>L$. $\square$

The two terms in $1+u$ have different origins. The 1 comes from the prefactor $k_BT/h$, and $u$ comes from the exponential. Since $u$ is the activation enthalpy measured in units of the thermal energy $RT$, a large $u$ means that the exponential dominates the temperature dependence.

### Lemma 3: the function that is needed

**Lemma 3.** For each $A>0$ the equation $we^w=A$ has exactly one real solution, and it is positive.

**Proof.** If $w\le0$, then $we^w\le0$, so no such $w$ can solve the equation. For $w>0$ the derivative is

$$\frac{d}{dw}\left(we^w\right)=(1+w)e^w>0 .$$

The function rises strictly from 0 at $w=0$ to infinity, and so takes the value $A$ once. $\square$

This solution is the principal Lambert function, written $W_0(A)$. It is a function in the same sense as the logarithm: the logarithm undoes $e^w$, and $W_0$ undoes $we^w$. Where its argument is clear, its value is written $W$.

### Theorem

**Theorem.** Under assumptions 1 to 4, the decomposed fraction does not exceed $x$ if and only if $T\le T_{\max}$, where

$$T_{\max}=\frac{\Delta H}{R\,W_0(A)},\qquad
A=\frac{\Delta H\,t\,e^{\Delta S/R}}{N_Ah\,L},\qquad L=-\ln(1-x).$$

**Proof.** By Lemmas 1 and 2, $T_{\max}$ is the one solution of

$$\frac{k_BT}{h}\,t\,e^{\Delta S/R}\,e^{-\Delta H/(RT)}=L .$$

Because $\Delta H>0$, the relation $u=\Delta H/(RT)$ pairs each positive $T$ with one positive $u$, and $T=\Delta H/(Ru)$. Substitution gives

$$\frac{k_B\,\Delta H}{hRu}\,t\,e^{\Delta S/R}\,e^{-u}=L .$$

Now $k_B/R=1/N_A$. Multiplying both sides by $ue^u$ and dividing by $L$ yields

$$\frac{\Delta H\,t\,e^{\Delta S/R}}{N_Ah\,L}=ue^u .$$

The left side is $A$, which is positive. By Lemma 3, $u=W_0(A)$. Returning to $T=\Delta H/(Ru)$ gives the stated formula. $\square$

The units confirm the form of $A$. Its numerator has units (J/mol)(s), and its denominator has units (1/mol)(J s), so $A$ is a pure number.

As a numerical test of the formula, the original condition $k(T)t=L$ was solved by bracketing for all 81 combinations of $\Delta H=60,150,250$ kJ/mol, $\Delta S=-80,0,60$ J/(mol K), $t=10^{-3},1,10^8$ s and $x=10^{-6},0.01,0.5$. Each root agreed with the closed formula to a relative difference below $10^{-10}$.

**Remark on the meaning of $W$.** At the limit, $W=\Delta H/(RT_{\max})$. It is the activation enthalpy in thermal units. The local Arrhenius energy is defined by $E_a=RT^2\,d\ln k/dT$, and Lemma 2 gives

$$E_a=RT^2\,\frac{1+u}{T}=RT+\Delta H .$$

At $T_{\max}$ this becomes $1+W=E_a/(RT_{\max})$. An Arrhenius energy taken from the slope of measured rates must therefore be reduced by $RT$, with $T$ the temperature of the measurement, before it is used as $\Delta H$ in the theorem.

**Remark on the inverse question.** When precursors are screened for a process whose temperature is already fixed, the unknown is the smallest acceptable $\Delta H$. At fixed $T$, $t$, $x$ and $\Delta S$, the logarithm of the condition $k(T)t\le L$ gives

$$\Delta H\ge RT\left[\ln\frac{k_BT\,t}{hL}+\frac{\Delta S}{R}\right].$$

This needs no Lambert function, because the enthalpy occurs in one place only. If the right side is not positive, every positive $\Delta H$ meets the requirement.

### Limiting cases and the sign of the enthalpy

If the allowed fraction tends to zero at fixed $t$, then $L\to0$, $A\to\infty$ and $W\to\infty$, so $T_{\max}\to0$. In the model there is no temperature above absolute zero at which nothing decomposes. If $x\to1$, then $L\to\infty$, $A\to0$ and $W\to0$, and the limit goes to infinity.

If $\Delta H\to0$ from above with the other quantities fixed, then $A\to0$. For small $A$ the defining equation gives $W\approx A$, since $e^W\to1$. Therefore

$$T_{\max}\to\frac{\Delta H}{RA}=\frac{N_Ah\,L}{R\,t\,e^{\Delta S/R}}=\frac{hL}{k_Bt\,e^{\Delta S/R}} .$$

The enthalpy has cancelled, as it must: the same result follows by setting the enthalpy exponential to 1 in the original condition.

For $\Delta H<0$ the theorem fails, and the reason is physical. The derivative in Lemma 2 becomes $1/T-|\Delta H|/(RT^2)$. It is negative below $T=|\Delta H|/R$ and positive above. The rate then has a minimum, and it grows without bound towards both ends of the temperature scale. If the minimum rate is below $L/t$, the allowed temperatures form an interval with two edges. If it is above $L/t$, no temperature is allowed. A negative activation enthalpy can arise for an effective rate constant that combines several steps, so the sign has to be checked before the formula is used.

### Lemma 4: evaluation by hand

For a typical stability problem $A$ is a very large number, and it is better to work with its logarithm. Taking the logarithm of $We^W=A$ gives

$$W+\ln W=\ln A .$$

**Lemma 4.** Let $\ell=\ln A>1$. The iteration

$$w_0=\ell,\qquad w_{j+1}=\ell-\ln w_j$$

converges to $W$. The iterates lie alternately above and below $W$, and close to the solution each error is about $-1/W$ times the one before.

**Proof.** The function $w+\ln w$ is increasing and equals 1 at $w=1$. Since $\ell>1$, it follows that $W>1$, and hence $\ln W>0$ and $w_0=W+\ln W>W$.

The next iterate is $w_1=\ell-\ln\ell$. The function $\ell-\ln\ell$ has derivative $1-1/\ell>0$ for $\ell>1$ and equals 1 at $\ell=1$. Thus $w_1>1$.

The map $g(w)=\ell-\ln w$ is decreasing. It sends $w_0$ to $w_1$, and it sends $w_1$ to $\ell-\ln w_1<\ell=w_0$. Every point between $w_1$ and $w_0$ is therefore mapped to a point in the same interval, and all iterates stay there.

Subtract $W=\ell-\ln W$ from the iteration and apply the mean value theorem to the logarithm:

$$w_{j+1}-W=-(\ln w_j-\ln W)=-\frac{w_j-W}{\xi_j},$$

where $\xi_j$ lies between $w_j$ and $W$. The minus sign proves the alternation. Because $\xi_j\ge w_1>1$, the error shrinks at each step by at least the fixed factor $1/w_1$, which proves convergence. As $w_j\to W$, also $\xi_j\to W$, which gives the final ratio. $\square$

The alternation is useful in practice, because two successive iterates enclose the answer.

### Worked example: a hot line and a liquid source

Take $\Delta H=150$ kJ/mol, $\Delta S=-20$ J/(mol K) and an allowed loss of 1 %. These are rough round values, chosen for the regime of a hafnium amide precursor; the second half sets them beside the real case. The budget is $L=-\ln0.99=0.010050$.

**Gas line.** Let the residence time be $t=1$ s. With $e^{-20/8.314}=0.0902$ and $N_Ah=3.990\times10^{-10}$ J s/mol,

$$A=\frac{(1.5\times10^5)(1)(0.0902)}{(3.990\times10^{-10})(0.010050)}\approx3.37\times10^{15},$$

and $\ln A=35.7551$. The iteration gives

$$35.7551,\quad 32.1784,\quad 32.2838,\quad 32.2805 ,$$

and the converged value is $W=32.2806$. The errors of the second and third entries are $-0.1022$ and $+0.0032$. Their ratio is $-0.031$, in agreement with $-1/W=-0.031$. The temperature limit is

$$T_{\max}=\frac{150000}{8.3145\times32.2806}\ \text{K}\approx559\ \text{K}=286\ ^\circ\text{C}.$$

**Liquid source.** Let the same molecule, with the same activation parameters, stay for 30 days, or $2.592\times10^6$ s. Only $t$ has changed, so $A$ is multiplied by $2.592\times10^6$ and becomes $8.75\times10^{21}$. Now $\ln A=50.5230$ and $W=46.6797$, and

$$T_{\max}=\frac{150000}{8.3145\times46.6797}\ \text{K}\approx386\ \text{K}=113\ ^\circ\text{C}.$$

The allowed rate constant has fallen from $1.005\times10^{-2}$ to $3.877\times10^{-9}$ per second. A factor of more than two million in time has lowered the absolute temperature by less than one third. The reason is that time enters $W$ nearly through its logarithm.

## Second half: sensitivity and neglected effects

This half uses the following symbols and results. A molecule with activation enthalpy $\Delta H>0$ and activation entropy $\Delta S$ stays for a time $t$ at temperature $T$. The allowed decomposed fraction is $x$, and $L=-\ln(1-x)$. The Eyring rate constant $k(T)$ obeys $k(T_{\max})t=L$, with

$$T_{\max}=\frac{\Delta H}{RW},\qquad W+\ln W=\ln A,\qquad A=\frac{\Delta H\,t\,e^{\Delta S/R}}{N_AhL}.$$

The slope of the rate at the limit is $d\ln k/dT=(1+W)/T_{\max}$. The example has $\Delta H=150$ kJ/mol, $\Delta S=-20$ J/(mol K) and $x=1$ %. For a gas line with $t=1$ s, $W=32.28$ and $T_{\max}=558.9$ K. For a liquid source with $t=30$ days, $W=46.68$ and $T_{\max}=386.5$ K. Decimals of a kelvin are kept below to make small shifts visible; they do not express knowledge of a real precursor.

### Proposition 1: sensitivities

**Proposition 1.** With the other inputs held fixed in each case,

$$\frac{\partial\ln T_{\max}}{\partial\ln t}=-\frac1{1+W},\qquad
\frac{\partial\ln T_{\max}}{\partial\ln L}=\frac1{1+W},$$

$$\frac{\partial\ln T_{\max}}{\partial\ln\Delta H}=\frac{W}{1+W},\qquad
\frac{\partial T_{\max}}{\partial\Delta S}=-\frac{T_{\max}}{R(1+W)} .$$

This part has derived the exact temperature limit, applied it to a gas line and a liquid source, and stated how the limit responds to its inputs. The proof of Proposition 1 remains, followed by the effects that the basic model neglects and a comparison with a real precursor.
